Local convergence and stable gains in multi-edge optical proximity correction

**One trench, two edges**

A clear trench in a dark mask prints as a trench in positive-tone resist. Coordinates are at wafer scale and increase to the right, for both edges. Let small mask-edge displacements (d₁, d₂) move the printed edges by

J d, with J = [[a, −b], [−b, a]], b > 0.

The minus sign says that widening the mask on one side also moves the opposite printed edge outward. This holds for a narrow trench, where the added light reinforces the field at that edge. In a wider trench it can oppose that field, and b can be negative. Moving the whole mask by one unit moves the whole print by one unit, so a − b = 1.

Two displacements keep their form under J:

shift: J(1, 1) = (a − b)(1, 1) = (1, 1)
widening: J(−1, 1) = (a + b)(−1, 1) = (1 + 2b)(−1, 1).

Now subtract g times each edge's placement error from that edge's mask coordinate. One correction multiplies a shift error by 1 − g and a width error by 1 − g(1 + 2b). Take b = 0.6, hence a = 1.6, and g = 1. An edge corrected alone has the factor 1 − 1.6 = −0.6 and converges. Both edges corrected together have the width factor 1 − 2.2 = −1.2 and diverge. Each edge corrects its own error, and its neighbour then adds to that correction.

**The scheme and the statement**

For n edges, let x be the mask coordinates, p(x) the printed coordinates and t the targets. The placement error and the update are

e(x) = p(x) − t
x_{k+1} = x_k − G e(x_k),

with a fixed n × n gain matrix G. Suppose a corrected mask x* exists, e(x*) = 0, and e is continuously differentiable near it. Define

J = ∂p/∂x at x*, A = Id − G J,

where Id is the identity. The spectral radius ρ(A) is the largest modulus of an eigenvalue of A.

- If ρ(A) < 1, every start close enough to x* converges geometrically.
- If ρ(A) > 1, some starts arbitrarily close to x* leave a fixed neighbourhood. Exceptional starts may still converge.
- If ρ(A) = 1, the linear term does not decide.

The statement is local. It does not supply x*, and it does not promise convergence from the uncorrected mask.

Pseudocode:

  x ← t
  repeat up to k_max times:
    compute the image of mask x
    if a required printed edge is missing: stop, report failure
    e ← printed edges − t
    if max|e| < tolerance: return x
    x ← x − G e
  report no convergence

**The edge-response matrix**

For a line pattern, source point s with spatial frequency f_s gives the field

E_s(x) = ∫ h(x − u) m(u) exp(2πi f_s u) du
h(u) = sin(2πcu)/(πu), c = NA/λ.

Here m is 1 in openings and 0 elsewhere, and h is the Fourier integral of a pupil that passes |f| < c. With source weights w_s that sum to 1, the intensity is I = Σ_s w_s |E_s|², equal to 1 for a clear mask. The resist edge lies where I equals a threshold θ.

An opening from l to r contributes an integral from l to r. Differentiating with respect to its limits gives

∂E_s(x)/∂x_j = σ_j h(x − x_j) exp(2πi f_s x_j),

with σ_j = +1 for a right edge and −1 for a left edge. Therefore

∂I/∂x_j = 2 Σ_s w_s Re[E_s* ∂E_s/∂x_j],

where the star on E_s denotes the complex conjugate. The printed edge satisfies I(p_i(x); x) = θ for every nearby mask. Differentiating this identity gives

(∂I/∂x)(∂p_i/∂x_j) + ∂I/∂x_j = 0,

and hence, where the image slope is not zero,

J_ij = −(∂I/∂x_j)/(∂I/∂x), evaluated at p_i.

A shallow image slope makes an entry large unless its numerator is small too. For a single isolated edge the two balance: by the shift rule derived next, its response is 1 whatever the slope.

Shifting all mask edges by τ replaces m(u) by m(u − τ). Substituting u = v + τ gives the new field exp(2πi f_s τ) E_s(x − τ). The phase drops out of |E_s|², so the image shifts by τ and p(x + τ1) = p(x) + τ1, where 1 is the vector of ones. Differentiating at τ = 0,

J1 = 1.

Each row of J sums to one, and 1 is an eigenvalue. With a scalar gain, G = g Id, the shift error is multiplied by 1 − g. Thus ρ(A) < 1 requires 0 < g < 2 for any such pattern, and other eigenvalues may demand less.

**Why a radius below one suffices**

Put d = x − x*. Since e(x* + d) = J d + o(|d|),

d_{k+1} = A d_k + r(d_k), |r(d)|/|d| → 0 as d → 0.

Choose q and q′ with ρ(A) < q′ < q < 1. A unitary change of basis makes A upper triangular, with its eigenvalues on the diagonal. Rescaling basis vector j by δ^j multiplies entry (i, j) by δ^(j−i). For small δ the entries above the diagonal become negligible, and the norm of A in this basis is at most q′. In the original basis this means |A^k| ≤ κ q′^k for some constant κ. The sum

P = Σ_{k≥0} q^(−2k) (A^k)ᵀ A^k

therefore converges. Multiplying by Aᵀ and A raises each power by one, so the k = 0 term, Id, goes missing:

AᵀPA = q²(P − Id).

Measure errors by |d|_P² = dᵀPd, and let Λ be the largest eigenvalue of P. Since |d|² ≥ |d|_P²/Λ,

|A d|_P² = q²(|d|_P² − |d|²) ≤ q²(1 − 1/Λ)|d|_P².

The linear part contracts by s = q√(1 − 1/Λ), which is below q. Near x* we have |r(d)| ≤ ε|d| with ε as small as wanted. Because P ≥ Id, |d| ≤ |d|_P, so |r(d)|_P ≤ √Λ ε|d|_P. Taking ε = (q − s)/√Λ gives

|d_{k+1}|_P ≤ (s + √Λ ε)|d_k|_P = q|d_k|_P.

A small ball in this norm is mapped into itself and its errors vanish geometrically.

The ordinary length of d may grow first. In the six-edge example below, G was chosen so that A has 0.5 on its diagonal and a single other entry, 3, in row 1, column 2. An error in edge 2 alone becomes (3, 0.5) times itself after one step, a growth of √9.25 = 3.04. The full imaging iteration showed this growth and then converged. In the P-norm with q = 0.75, thirty random errors of 0.001 nm all shrank in one step, the worst to 0.7466 of its initial norm. A temporary rise in total error is therefore no proof of instability.

**Why a radius above one fails**

Split the displacements into the invariant subspace U, whose eigenvalues have modulus above one, and the complementary invariant subspace S. Choose numbers α > β > 1 with α below every modulus in U. Applying the norm construction to A on S, and to the inverse of A on U, gives norms in which

|A u| ≥ α|u|, |A v| ≤ β|v|, for u in U and v in S.

Let |d| be the larger of |u| and |v|, and let each component of the remainder be at most ε|d|. If |u| ≥ |v|, then after one step

|u′| ≥ (α − ε)|u|, |v′| ≤ (β + ε)|u|.

With ε ≤ (α − β)/2 the relation |u′| ≥ |v′| persists, and |u| grows by at least (α + β)/2 > 1 per step. The error must leave the small ball.

At radius one, compare the scalar maps d → d − d³ and d → d + d³, which have the same linear part. From 0.1, forty steps give 0.0744 and 0.2122. One decays and the other grows.

**Choosing the gain**

*Scalar gain.* An eigenvalue μ of J gives the factor 1 − gμ, and

|1 − gμ|² = 1 − 2g Re μ + g²|μ|².

This is below one for g > 0 exactly when g < 2Re μ/|μ|². If every Re μ is positive, the joint limit is

g_joint = min over μ of 2Re μ/|μ|²,

which is 2/μ_max for real eigenvalues. If some Re μ ≤ 0, no positive scalar gain has radius below one. An edge moved alone has the factor 1 − gJ_ii and, for J_ii > 0, the limit 2/J_ii.

For real positive eigenvalues the smallest radius occurs when the two extreme factors have equal size, 1 − gμ_min = gμ_max − 1. This gives

g = 2/(μ_min + μ_max), ρ = (μ_max − μ_min)/(μ_max + μ_min).

*Inverse gain.* G = J⁻¹ gives A = 0. Then d_{k+1} = −J⁻¹[e(x* + d_k) − J d_k]. If e is twice continuously differentiable, the bracket is of order |d_k|². With an approximate matrix K in place of J, the radius is that of Id − K⁻¹J, and convergence is generally linear again.

**Cost**

Let there be M source points, Q pupil nodes and B bisection steps for locating printed edges. One error evaluation costs about BMQn multiply-adds. The formula for J adds about MQn for fields and slopes and Mn² for the derivatives. Central differences need 2n further error evaluations. A dense factorization costs of order n³ once, and each application of the inverse n². Reducing the error tenfold takes about ln 10/ln(1/ρ) steps once the slowest mode dominates.

**Six edges**

Three 50 nm trenches have target edges at −165, −115, −25, 25, 125 and 175 nm. The wavelength is 193 nm, NA is 1.35, and a uniform line source extends to 0.3 of the pupil radius. The threshold, 0.2814, is the mean intensity at the target edges for the uncorrected mask. It is held fixed during correction.

The uncorrected errors are −3.99, −4.76, 1.06, −0.02, 2.80 and 4.08 nm, so the outer trenches print displaced outward. The corrected mask has edges at −160.97, −110.22, −26.01, 25.44, 121.42 and 170.93 nm. There the formula for J agrees with central differences of printed edges to 3.2 × 10⁻⁷. The eigenvalues are real:

0.852, 1.000, 1.013, 2.088, 2.167, 2.292.

Their grouping follows from the opening case. For the left trench alone, the 2 × 2 block of J is [[1.568, −0.452], [−0.804, 1.679]]. Its eigenvalues are

1.6235 ± √(0.0555² + 0.452·0.804) = 2.23 and 1.02.

The other two blocks give 2.18 and 0.96, then 2.10 and 0.93. The larger value of each pair belongs to opposite displacements, a width change, and the smaller to displacements of equal sign. Coupling between trenches moves these values to the six listed above.

The limits are

g_joint = 2/2.292 = 0.873
g_single = 2/1.679 = 1.191.

Unit gain lies between them and has radius 2.292 − 1 = 1.292. The left block alone would give 2/2.23 = 0.90, so most of the drop from 1.191 comes from the two edges of one trench acting together.

Both sides of the limit were tested on the full nonlinear map. At g = 0.785 the predicted and measured factors are both 0.800. At g = 1.032 the prediction is 1.365. The measured growth is also 1.365, with the error rescaled to 0.001 nm after each step to keep it local. Without rescaling, an error of 0.0001 nm passed 0.1 nm after 27 steps. At this same gain each edge moved alone converged. The worst retained 0.0020 of its error after 20 steps, in line with |1 − 1.032·1.679|²⁰.

Half the joint limit, g = 0.436, equals 1/μ_max and cancels the fastest width mode to first order. The slowest factor is 1 − 0.436·0.852 = 0.628, or about five steps per decade. From the uncorrected mask the largest error falls from 4.76 nm to 2.70 nm after one step, 0.296 nm after five and 0.026 nm after ten. The formula for the best scalar gain gives g = 2/3.144 = 0.636 and radius 1.440/3.144 = 0.46. Separate gains 1/J_ii give 0.448, without any matrix inversion.

With the inverse gain, one step reduces a 0.1 nm error to 4.30 × 10⁻⁴ nm and a 0.05 nm error in the same direction to 1.07 × 10⁻⁴ nm. The ratio, 4.01, shows the second-order remainder.

**Beside a real scanner**

The wavelength and aperture are those of a water-immersion ArF scanner. The feature size is 50·1.35/193 = 0.35 in units of λ/NA, a demanding but realistic value. The narrow line source is a simplification: production sources are two-dimensional and often off-axis. Real layouts also have corners and line ends, and real resists are not ideal thresholds.

Some omissions can be sized by correcting the mask again under a changed process, with the threshold recalibrated by the same rule. The columns are the scalar limit, the radius at g = 0.436, and the radius when the nominal J⁻¹ is kept:

  30 nm defocus: 0.793, 0.600, 0.136
  8 nm resist blur: 0.820, 0.630, 0.070
  10 % wrong polarization: 0.843, 0.628, 0.039
  unpolarized light: 0.717, 0.629, 0.238
  2 nm mask-edge layer: 0.877, 0.628, 0.006
  narrowed pupil: 0.717, 0.591, 0.231

The blur is a standard deviation. The edge layer is a crude stand-in for mask thickness. It is purely imaginary, and at best focus its first-order effect cancels between mirror source points, so its row understates the effect. A real layer that removes 2 nm of transmission at each edge gives 0.802, 0.634, 0.103. The narrowed pupil treats all light as coming from the rim of a source that also extends along the lines. This overstates the effect: a uniform disc of radius 0.3 gives 0.822, 0.610, 0.084. Refractive indices of 1.44 for water and 1.7 for resist are rough.

The lowest limit is 18 % below the nominal one. A gain of 0.785, stable in the nominal model, would be unstable in the two worst cases. Half the nominal limit and the nominal inverse remain locally stable in all six, taken one at a time. These margins belong to the sizes chosen. A 20 nm blur lowers the limit to 0.609. A 60 nm defocus lowers it to 0.514 and raises the radius of the nominal inverse to 0.884. The model also gives all pupil angles equal amplitude. Weighting them by the high-NA obliquity factor and the transmission into resist for correctly polarized light raises the nominal limit to 0.932. Combined effects, full mask electromagnetics and resist chemistry are not covered. An off-axis source needs its own J: with two poles spanning 0.4 to 0.6 of the pupil radius, the nominal inverse has radius 1.095 and is unstable.

**Failure modes**

*Missing edge.* If a trench stops printing, p(x) has no value there and the update is undefined. Limit the step size and report the failure.

*Shallow image.* The numerators ∂I/∂x_j of one row sum to minus the slope, so they cannot all stay fixed as the slope at that edge tends to zero. If they cancel one another without each vanishing, the entries of that row grow with opposite signs while still summing to one. Gains set for a steeper image can then be too large.

*Biased model or metrology.* Suppose a small constant error η is added to e. A fixed point then satisfies G(J d + η) = 0 to first order. For invertible G this gives d = −J⁻¹η, whatever the gain. Changing G alters the speed and leaves the bias.

*Rounding inside the loop.* On a mask grid of spacing Δ, a scalar-gain step shorter than Δ/2 rounds back to the old position. With Δ = 0.25 nm and g = 0.436, edges can stall with errors up to 0.125/0.436 = 0.29 nm. Keep x unrounded and round once at the end. In the example this leaves at most 0.107 nm. The linear worst case is 0.125 nm times the largest absolute row sum of J, 2.70, or 0.34 nm. Unlike the stall error, this bound does not grow when g is reduced. At g = 0.436 it is no smaller than the stall error, so the placement errors should be checked after rounding.

The full matrix J and the remaining values are in the numerical output.

Values computed for the example and the checks

```
wavelength 193 nm, NA 1.35, sigma 0.3
target edges (nm): -165 -115 -25 25 125 175
threshold (clear mask = 1): 0.2814
image at 31 nm, pupil / direct: 0.225890 0.225890
uncorrected placement errors (nm): -3.99 -4.76 1.06 -0.02 2.80 4.08
corrected mask edges (nm): -160.97 -110.22 -26.01 25.44 121.42 170.93
image slope at edges (1/nm): 0.00903 -0.00812 0.00874 -0.00863 0.00883 -0.00974
edge-response matrix J (nm/nm), one row per printed edge:
   1.568 -0.452 -0.036 -0.088 0.000 0.007
   -0.804 1.679 0.171 -0.006 -0.039 -0.000
   -0.017 0.129 1.540 -0.610 0.031 -0.073
   -0.105 -0.076 -0.600 1.601 0.173 0.007
   -0.000 -0.031 0.015 0.179 1.578 -0.741
   0.005 -0.000 -0.046 0.048 -0.453 1.446
largest J difference, formula - numeric: 3.2e-07
eigenvalues of J, real parts: 0.852 1.000 1.013 2.088 2.167 2.292
largest imaginary part: 0.0e+00
joint scalar gain limit: 0.8725
single-edge gain limit: 1.1911
radius at unit gain: 1.2921
radius with gains 1/J_ii: 0.4483
low gain 0.7853: radius 0.8000, measured 0.8000
high gain 1.0318: radius 1.3651, measured 1.3650
high gain, steps from 0.0001 nm to beyond 0.1 nm: 27
high gain, edges alone, worst error ratio after 20 steps: 0.0020
sheared gain: radius 0.50, peak error growth 3.04
adapted norm: worst step factor 0.7466, bound q 0.75
inverse gain, error from 0.1 nm start: 4.30e-04 nm
inverse gain, error from 0.05 nm start: 1.07e-04 nm
ratio of these errors: 4.010
radius-one maps from 0.1 after 40 steps: 0.0744 0.2122
working gain 0.4363, radius 0.6282
  largest placement error, step 0: 4.75892 nm
  largest placement error, step 1: 2.70100 nm
  largest placement error, step 2: 1.54104 nm
  largest placement error, step 5: 0.29559 nm
  largest placement error, step 10: 0.02592 nm
  largest placement error, step 20: 0.00023 nm
  largest placement error, step 40: 0.00000 nm
neglected effects: gain limit | radius at working gain |
  radius with nominal inverse | largest mask change (nm)
  defocus 30 nm: 0.793 | 0.600 | 0.136 | 0.50
  resist blur 8 nm (std dev): 0.820 | 0.630 | 0.070 | 0.12
  10 % wrong polarization: 0.843 | 0.628 | 0.039 | 0.07
  unpolarized light: 0.717 | 0.629 | 0.238 | 0.42
  mask edge layer 2 nm: 0.877 | 0.628 | 0.006 | 0.01
  pupil narrowed by source extent: 0.717 | 0.591 | 0.231 | 0.98
mask grid 0.25 nm: largest placement error 0.107 nm
```
